# How Metal Screening Limits the Capacitance of a Thin Film

An 8 nm film of relative permittivity 200 should have a capacitance of 0.221 F/m². Between two metal electrodes whose screening length is 0.5 Å, the calculated value is 0.063 F/m², or 29% of that. Two layers of metal, each far thinner than an atom, take away more than two thirds of the capacitance. They can do so because the film is highly polarizable and the layers, in this model, are not.

## The estimate

The charge on an electrode does not lie in a plane of zero thickness. It occupies a layer of depth about $\lambda$, the screening length, and the electric field reaches through that layer. If the background permittivity of the metal is one, the layer acts like a vacuum gap of width $\lambda$, with capacitance per area

$$
C_c\simeq\frac{\varepsilon_0}{\lambda}
=\frac{8.854\times10^{-12}\ \mathrm{F/m}}{0.5\times10^{-10}\ \mathrm{m}}
=0.177\ \mathrm{F/m^2}.
$$

This is 17.7 µF/cm². The gap is in series with the film, so a better film cannot lift the total above this value. With two such contacts the ceiling is 0.0885 F/m².

The estimate leaves three questions open: whether the factor multiplying $\varepsilon_0/\lambda$ is one, what "background permittivity one" contributes, and how far a real metal surface obeys the picture.

## Linear screening at a sharp edge

Let the left metal fill $x<0$ and the film fill $0<x<d$. The metal ends sharply at $x=0$, and the film holds no free charge. Let $\phi(x)$ be the electrostatic potential relative to the bulk of the left metal, $e>0$ the elementary charge, and $g$ the density of electron states per energy and volume at the Fermi level, both spins included.

In equilibrium the electrochemical potential is uniform. Where $\phi$ is positive, an electron's potential energy is lower by $e\phi$, so states are filled to a kinetic energy higher by $e\phi$. To first order, and if the response is local, the electron density rises by $g\,e\phi$. The charge density is therefore

$$
\rho=-e^2g\,\phi .
$$

Let $\varepsilon_m$ be the background permittivity of the metal, meaning the polarizability of everything except the mobile electrons. Poisson's equation $\varepsilon_0\varepsilon_m\phi''=-\rho$ becomes

$$
\phi''=\frac{\phi}{\lambda^2},\qquad
\lambda^2=\frac{\varepsilon_0\varepsilon_m}{e^2g}.
$$

The solution that vanishes deep in the metal is $\phi=\phi_s e^{x/\lambda}$. Take this electrode as the cathode, with charge $-\sigma$ per area. Integrating the charge density gives

$$
-\sigma=-e^2g\,\phi_s\int_{-\infty}^{0}e^{x/\lambda}dx
=-e^2g\,\lambda\,\phi_s
=-\frac{\varepsilon_0\varepsilon_m}{\lambda}\phi_s .
$$

The last step uses $e^2g=\varepsilon_0\varepsilon_m/\lambda^2$. Hence

$$
C_c=\frac{\sigma}{\phi_s}=\frac{\varepsilon_0\varepsilon_m}{\lambda}
=\sqrt{\varepsilon_0\varepsilon_m e^2g}.
$$

The factor in the estimate is thus one for this exponential profile, because the mean depth of the charge is $\lambda$.

The energy shows what resists the charging. The field energy per area is

$$
\frac{\varepsilon_0\varepsilon_m}{2}\int_{-\infty}^{0}\phi'^2dx
=\frac{\varepsilon_0\varepsilon_m\phi_s^2}{4\lambda}.
$$

Adding $\delta n=ge\phi$ electrons per volume also costs a second-order band energy $\delta n^2/(2g)$, whose integral is

$$
\frac{e^2g}{2}\int_{-\infty}^{0}\phi^2dx=\frac{e^2g\lambda\phi_s^2}{4}
=\frac{\varepsilon_0\varepsilon_m\phi_s^2}{4\lambda}.
$$

The two are equal, and their sum is $C_c\phi_s^2/2$. A thinner charge layer would save field energy but cost more band energy.

The form of $C_c$ also shows why $\varepsilon_m$ must be stated. Raising $\varepsilon_m$ from 1 to 4 at fixed $\lambda$ multiplies $C_c$ by 4, to 0.71 F/m². Raising it at fixed $g$ also doubles $\lambda$, so $C_c$ only doubles, to 0.35 F/m². A numerical solution of Poisson's equation gives both values.

## The whole capacitor

The normal displacement has magnitude $\sigma$ throughout the film, so the film field is $E=\sigma/(\varepsilon_0\varepsilon_r)$, where $\varepsilon_r$ is the film's relative permittivity. At the anode the charge is $+\sigma$ and the local potential lies below that of the bulk anode by the same $\phi_s$. All the drops therefore add with the same sign. For $N$ equal contacts, with an ideal conductor on the other side if $N=1$,

$$
V=\frac{\sigma d}{\varepsilon_0\varepsilon_r}
+N\frac{\sigma\lambda}{\varepsilon_0\varepsilon_m},
\qquad
\frac1C=\frac{d}{\varepsilon_0\varepsilon_r}
+\frac{N\lambda}{\varepsilon_0\varepsilon_m}.
$$

For positive $d$ and $\varepsilon_r$ the film term is positive, so $C<C_c/N$. This is the ceiling, within linear local screening at a sharp edge.

With $\varepsilon_m=1$, factoring out the film capacitance $C_f=\varepsilon_0\varepsilon_r/d$ gives

$$
C=\frac{C_f}{1+N\varepsilon_r\lambda/d}.
$$

Each contact counts as an extra film thickness $\varepsilon_r\lambda$. For $d\gg N\varepsilon_r\lambda$ the capacitance is that of the film, reduced by the small fraction $N\varepsilon_r\lambda/d$. For $d\ll N\varepsilon_r\lambda$ it approaches $C_c/N$, and further thinning gains little. The comparison that matters is between $d$ and $\varepsilon_r\lambda$, not between $d$ and $\lambda$.

## The example in numbers

Here $\varepsilon_r\lambda=200\times0.05$ nm $=10$ nm, so the two contacts add 20 nm to an 8 nm film. The ratio $8/28=0.286$ is the fraction found at the start. In terms of inverse capacitances,

$$
\frac1C=\frac1{0.2214}+\frac2{0.1771}
=4.52+11.29=15.81\ \mathrm{m^2/F},
$$

so $C=0.0632$ F/m², or 6.32 µF/cm². With one contact the same film would have 0.098 F/m².

At 0.5 V the charge is $0.0632\times0.5=0.0316$ C/m², or 3.16 µC/cm². The film field is 0.179 MV/cm, which puts 0.143 V across the film and leaves 0.179 V in each contact. A numerical solution of Poisson's equation through the stack, with $g$ rather than $\lambda$ as the metal's input, gives the same capacitance and contact drop to the four digits printed in the numerical output.

It remains to see what kind of metal has this screening length. For free electrons of mass $m$, the density is $n_0=k_F^3/(3\pi^2)$ and the Fermi energy is $E_F=\hbar^2k_F^2/(2m)$. Therefore

$$
g=\frac{dn_0/dk_F}{dE_F/dk_F}
=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}
=\frac{mk_F}{\pi^2\hbar^2}.
$$

Putting $g=\varepsilon_0/(e^2\lambda^2)$ and solving for $k_F$ gives

$$
k_F=\frac{\pi^2\hbar^2\varepsilon_0}{me^2\lambda^2}
=1.66\ \text{Å}^{-1}.
$$

The density is then $1.55\times10^{23}$ cm⁻³ and $E_F=10.5$ eV. This is a dense simple metal, roughly like aluminium.

## Is the response linear?

A contact drop of 0.179 V is small beside 10.5 eV$/e$. To see the size of the correction, let $u=e\phi/E_F$. Local filling of free-electron states gives $n=n_0(1+u)^{3/2}$. With length measured in units of $\lambda$, Poisson's equation for $\varepsilon_m=1$ is

$$
u''=\frac{e^2n_0\lambda^2}{\varepsilon_0E_F}\left[(1+u)^{3/2}-1\right]
=\frac23\left[(1+u)^{3/2}-1\right].
$$

The prefactor follows from $\lambda^2=\varepsilon_0/(e^2g)$ and $g=3n_0/(2E_F)$. Multiplying by $u'$ and integrating from the bulk, where $u=u'=0$, gives

$$
u'^2=\frac43\left[\frac25\left((1+u)^{5/2}-1\right)-u\right]
=u^2+\frac{u^3}{6}+\dots
$$

Gauss's law fixes the surface slope, $|u'|=s=e\sigma\lambda/(\varepsilon_0E_F)$. Here $s=0.1786/10.53=0.017$, which is the linear value of $|u|$. Taking the square root gives $s\simeq|u|(1+u/12)$. To second order, $|u|=s-s^2/12$ where electrons accumulate and $|u|=s+s^2/12$ where they are depleted.

The full first integral gives drops of 0.1783 V and 0.1788 V. The shifts are about 0.14% of the linear drop, and they cancel in the sum at this order. The accumulated contact alone slightly exceeds $\varepsilon_0/\lambda$ in charge per voltage, so the ceiling belongs to the linear theory.

## Is the response local?

Electrons cannot follow a potential that varies within their Fermi wavelength as readily as a uniform one. A simple way to include this is to let them reflect specularly at the edge. If the interference between incident and reflected waves is also neglected, the metal can be continued evenly to $x>0$, as if it were infinite. At the edge the slope of the potential is $+\sigma/\varepsilon_0$ on the left, and by symmetry $-\sigma/\varepsilon_0$ on the right. This jump is that of an external charge sheet $2\sigma$. In Fourier space $k^2\epsilon(k)\phi(k)=2\sigma/\varepsilon_0$, where $\epsilon(k)$ is the static dielectric function of the metal. The effective length $L=\varepsilon_0\phi(0)/\sigma$ is therefore

$$
L=\frac2\pi\int_0^\infty\frac{dk}{k^2\epsilon(k)} .
$$

Thomas-Fermi screening has $k^2\epsilon=k^2+\lambda^{-2}$. The integral is then $\pi\lambda/2$, and $L=\lambda$ as before. For noninteracting free electrons responding to the total potential, the Lindhard form is $k^2\epsilon=k^2+F(k/2k_F)/\lambda^2$, with

$$
F(y)=\frac12+\frac{1-y^2}{4y}\ln\left|\frac{1+y}{1-y}\right| .
$$

This function falls from 1 at $y=0$ to $1/2$ at $y=1$ and tends to zero beyond. Weaker screening at short wavelengths makes $L$ longer. Quadrature gives 0.527 Å, which lowers the contact capacitance by 5%, to 0.168 F/m².

The neglected interference matters more. At a perfectly reflecting wall the electron density vanishes, so the screening charge sits deeper. Keeping the interference in the same noninteracting response gives an effective length of about 1.03 Å from the wall, or 0.086 F/m². This length depends on where the film begins. The edge of a uniform positive background that neutralizes these electrons lies $3\pi/(8k_F)=0.71$ Å inside the wall, and the value of 1.03 Å assumes that the film starts at the wall, not at that edge. Exchange and correlation in the response are left out of both the 0.527 Å and the 1.03 Å values.

## Where the sharp edge fails

Electrons do not stop at the last plane of ions. Suppose that a fraction $f$ of the screening charge lies in the film, in a tail proportional to $e^{-x/\ell}$, and that the part inside the metal keeps its decay length $\lambda$. With $\varepsilon_m=1$, the displacement divided by $\sigma$ is $(1-f)e^{x/\lambda}$ in the metal and $1-fe^{-x/\ell}$ in the film. Relative to a film with the full displacement, the contact adds the effective length

$$
L_{\rm eff}=\int_{-\infty}^0(1-f)e^{x/\lambda}dx
-\frac1{\varepsilon_r}\int_0^\infty fe^{-x/\ell}dx
=(1-f)\lambda-\frac{f\ell}{\varepsilon_r}.
$$

The upper limit is taken to infinity because $\ell\ll d$.

For a rough size, take the density tail of an electron at the Fermi level facing a barrier $\Phi=1$ eV. Its wave function decays as $e^{-\kappa x}$ with $\kappa=\sqrt{2m\Phi}/\hbar$, so its density has $\ell=1/(2\kappa)=0.98$ Å. If the induced density is continuous at the edge, the charges inside and outside are in the ratio $\lambda:\ell$. Then $f=\ell/(\lambda+\ell)=0.66$, and $L_{\rm eff}$ is about 0.17 Å. The contact capacitance rises to about 0.5 F/m² and that of the stack to about 0.12 F/m².

This is not a surface calculation. It gives the film its full permittivity within one ångström of the metal, and it assumes the shape of the induced charge. In this estimate spill-out raises the contact value by a factor of about three, but the factor depends on the assumed shape. The noninteracting quantum response at a 1 eV step, with the same film permittivity, gives an effective length of about 0.35 Å. The contact then has about 0.26 F/m² and the stack about 0.08 F/m². The value 0.18 F/m² is therefore only a rough estimate for real contacts, and a ceiling only for linear, local screening at a sharp edge.

## Leakage through the same contact

The potential drop in the cathode also acts on injection. At the interface an electron's energy is lower by $e\phi_s$ than it would be at an ideal conductor, so a zero-bias barrier of 1 eV becomes 0.821 eV.

The image force lowers it further. For an electron at distance $x$ from the metal, the energy relative to this barrier is $-e^2/(16\pi\varepsilon_0\varepsilon_{\rm opt}x)-eEx$, where $\varepsilon_{\rm opt}=5$ is the film's optical permittivity. Setting the derivative to zero makes the two terms equal, and the maximum lies below the barrier by

$$
\Delta=\sqrt{\frac{e^3E}{4\pi\varepsilon_0\varepsilon_{\rm opt}}}
=0.072\ \mathrm{eV}.
$$

The effective barrier is 0.75 eV. Richardson's law with the free-electron mass then gives $2.8\times10^{-6}$ A/cm² at 300 K, against $1.7\times10^{-10}$ A/cm² for the unlowered barrier. Most of this increase comes from the contact drop, which is the larger of the two lowerings. Richardson's law counts every electron above the barrier as transmitted. Partial reflection at the steps of about 11 eV at the two metal faces lowers the current by a factor of about two to three in this model, and lengthens the times below by a similar factor.

Dividing the stored charge by this current gives 1.1 s. The small-signal time $C/(dJ/dV)$ is shorter by the factor $(V/J)\,dJ/dV$. Since $\phi_s\propto V$ and $\Delta\propto\sqrt V$, this factor is $(0.179+0.036)/0.026\simeq8$, with $k_BT=0.026$ eV. If this emission is the only leakage, the capacitance is well defined for signals much faster than about a tenth of a second. Leakage through defects, which real films can have, would shorten that time. With the image force left out, direct tunnelling at the Fermi level has a probability of order $10^{-31}$ for the free-electron mass, against a Boltzmann factor of order $10^{-13}$ for emission over the barrier. The image force raises the tunnelling probability by up to about two orders of magnitude, which leaves tunnelling at the Fermi level negligible here. Tunnelling just below the top of the barrier carries about a tenth of the current.

## Beside a real capacitor

The film parameters are rough values in the regime of thin strontium titanate. Its permittivity falls with field. With a rough cubic coefficient $\beta=8\times10^9$ V m⁵/C³ in $E=P/(\varepsilon_0\varepsilon_r)+\beta P^3$, where the polarization $P$ is close to $\sigma$, the differential permittivity falls by 4%. Since the film supplies 29% of the inverse capacitance, the stack loses about 1%. The film field is about 0.18 of a rough breakdown field of 1 MV/cm. Heating the metal to 300 K changes $g$ by a few parts in a million at fixed Fermi level.

The electrode is treated as a free-electron metal with $\varepsilon_m=1$, which does not suit every conductor. In a noble or transition metal, $d$ electrons contribute to the screening or to the background, and a conducting oxide has a polarizable lattice, so $\varepsilon_m=1$ is doubtful there. At the same $\lambda$, a background of 4 would raise the contact capacitance fourfold. The sharp edge is the other assumption that real surfaces break, and spill-out raises the capacitance of this stack by a factor of about 1.3 to 1.9 in the two estimates above. Interface chemistry, defects and the lattice response next to the metal are not included, and they can move the result either way.

## Values computed for the example and the checks

```
screening length: 0.5 angstrom
contact capacitance eps0/lam: 0.1771 F/m2
same, converted: 17.71 uF/cm2
one-contact ceiling, numerical: 0.1771 F/m2
two-contact ceiling, formula: 0.08854 F/m2
two-contact ceiling, numerical: 0.08854 F/m2
eps_m=4, same g, numerical: 0.3541 F/m2
eps_m=4, same lam, numerical: 0.7079 F/m2
Fermi wave number: 1.662 1/angstrom
electron density: 1.552e+23 1/cm3
Fermi energy: 10.53 eV
density of states: 22.11 1/(eV nm3)
film thickness: 8 nm
film relative permittivity: 200
applied voltage: 0.5 V
temperature: 300 K
film capacitance alone: 0.2214 F/m2
film with one contact: 0.09838 F/m2
film with two contacts: 0.06324 F/m2
same, converted: 6.324 uF/cm2
same, numerical: 0.06324 F/m2
fraction of film value kept: 0.2857
extra film per contact: 10 nm
charge per area: 3.162 uC/cm2
film field: 0.1786 MV/cm
voltage across film: 0.1429 V
voltage in each contact: 0.1786 V
same, numerical: 0.1786 V
drop, accumulation, nonlinear: 0.17832 V
drop, depletion, nonlinear: 0.17883 V
surface density rise: 2.55 %
Lindhard penetration length: 0.5274 angstrom
Lindhard contact capacitance: 0.1679 F/m2
spill-out tail length: 0.976 angstrom
charge fraction outside: 0.66
spill-out effective length: 0.17 angstrom
spill-out contact capacitance: 0.53 F/m2
spill-out stack capacitance: 0.12 F/m2
thermal change of g: -2.5e-06 (relative)
cubic dielectric coefficient: 8e+09 V m5/C3
fall of film permittivity: 4.1 %
rough breakdown field: 1 MV/cm
film field / breakdown field: 0.18
zero-bias barrier: 1 eV
optical permittivity: 5
cathode barrier after drop: 0.821 eV
image lowering: 0.072 eV
effective barrier: 0.75 eV
leakage, unlowered barrier: 1.7e-10 A/cm2
leakage, effective barrier: 2.8e-06 A/cm2
charge / leakage time: 1.1 s
Boltzmann factor: 2.5e-13
tunnelling probability: 1.5e-31
```
